**Counting bilayers from subsidiary maxima: test of the N−2 rule**

The program tests that $S_N=|\sum_{n=0}^{N-1}e^{in\varphi}|^2$, with $\varphi$ the phase per period and $N$ the number of bilayers, has $N-2$ subsidiary maxima between adjacent Bragg peaks. It asserts this count from the explicit sum for $N=2$ to 30, along with the closed form, the logarithmic curvature (for $N=7$), and the positions and heights of the maxima (for $N=10$). With the factor of a single bilayer included, it asserts $N-2$ maxima between orders 1 and 2 for a heavy-layer fraction of 0.4, and $2N-2$ between orders 1 and 3 for a fraction of 1/2 with $N=10$. A recursive multiple-scattering solution is asserted to approach the kinematic formula at weak contrast, and to keep $N-2$ maxima in lossless matched stacks of 5, 10 and 40 bilayers. For the simulated X-ray scan of a ten-bilayer stack, the program asserts that the count plus two equals ten and that the fringe spacing gives ten within 0.5. The output shows eight subsidiary maxima and a spacing estimate of 10.01. It also shows, without asserting it, that counting works from 4 to 19 bilayers at these settings, and that a 40-bilayer scan shows only 30 maxima while its fringe spacing still gives 40.04.

## Numerical verification

```python
# RESULT UNDER TEST
# The N-period interference function S = |sum_{n=0}^{N-1} exp(i n phi)|^2 has
# exactly N-2 subsidiary maxima between adjacent Bragg peaks, so the number of
# bilayers in a mirror is (number of subsidiary maxima in the scan) + 2.
# SYMBOLS
# phi: phase per period; k = 2 pi / wavelength; kz: normal wave number
# index n = 1 - delta + i beta; gamma: heavy-layer fraction of the period
# order u: phase per period inside the stack divided by 2 pi
# Lengths in nm, angles in degrees when printed.
import numpy as np
from scipy import constants
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq

wavelength, period, gamma = 0.154, 7.0, 0.4
delta_heavy, beta_heavy = 3.0e-5, 2.0e-6
delta_light, beta_light = 7.5e-6, 2.0e-7
roughness, resolution_fwhm = 0.3, 0.01
n_built, n_mirror = 10, 40
k = 2 * np.pi / wavelength
d_heavy, d_light = gamma * period, (1 - gamma) * period
delta_avg = gamma * delta_heavy + (1 - gamma) * delta_light
contrast = delta_heavy - delta_light


def phasor_sum(phi, n):
    """Interference function from its definition, an explicit sum."""
    phi = np.asarray(phi, dtype=float)
    return np.abs(sum(np.exp(1j * m * phi) for m in range(n))) ** 2


def phasor_slope(phi, n):
    """Derivative of the interference function, from the explicit sum."""
    m = np.arange(n)
    terms = np.exp(1j * m * phi)
    return 2 * float(np.real(np.conj(terms.sum()) * (1j * m * terms).sum()))


def local_maxima(y):
    return np.where((y[1:-1] > y[:-2]) & (y[1:-1] >= y[2:]))[0] + 1


def reflectivity(kz_top, media, thicknesses, sigma=0.0):
    """Full recursive solution; media = delta - i beta relative to the top."""
    cache = {c: np.sqrt(kz_top**2 - 2 * k**2 * c + 0j) for c in set(media)}
    kz = [kz_top + 0j] + [cache[c] for c in media]
    r = np.zeros(len(kz_top), dtype=complex)
    for j in range(len(media) - 1, -1, -1):
        a, b = kz[j], kz[j + 1]
        f = (a - b) / (a + b)
        if sigma > 0:
            f = f * np.exp(-2 * a * b * sigma**2)
        if j < len(thicknesses):
            r = r * np.exp(2j * b * thicknesses[j])
        r = (f + r) / (1 + f * r)
    return np.abs(r) ** 2


def between_bragg_peaks(order, refl):
    """Indices of Bragg peaks 1 and 2 and of the maxima between them."""
    peaks = []
    for m in (1, 2):
        window = np.where(np.abs(order - m) < 0.2)[0]
        peaks.append(window[np.argmax(refl[window])])
    top = local_maxima(refl)
    return peaks[0], peaks[1], top[(top > peaks[0]) & (top < peaks[1])]


# --- Closed form, and the count of maxima from the explicit sum
for n in range(2, 31):
    phi = np.linspace(1e-3, 2 * np.pi - 2e-3, 400 * n + 1)
    s = phasor_sum(phi, n)
    closed = (np.sin(n * phi / 2) / np.sin(phi / 2)) ** 2
    assert np.allclose(s, closed, atol=1e-8 * n**2)
    assert len(local_maxima(s)) == n - 2

# --- Curvature of ln S: finite differences against the derived formula
n, h = 7, 1e-4
for j in range(1, n - 1):
    for t in (0.25, 0.5, 0.8):
        p = 2 * np.pi * (j + t) / n
        lo, mid, hi = np.log(phasor_sum([p - h, p, p + h], n))
        numeric = (lo - 2 * mid + hi) / h**2
        formula = -0.5 * (n**2 / np.sin(n * p / 2)**2 - 1 / np.sin(p / 2)**2)
        assert abs(numeric / formula - 1) < 1e-4 and numeric < 0

# --- Positions and heights of the subsidiary maxima, located by the slope
side_phi, side_height = [], []
n = n_built
for j in range(1, n - 1):
    left, right_end = 2*np.pi*(j + 0.05)/n, 2*np.pi*(j + 0.95)/n
    assert phasor_slope(left, n) > 0 > phasor_slope(right_end, n)
    top_phi = brentq(phasor_slope, left, right_end, args=(n,), xtol=1e-13)
    x, height = top_phi / 2, float(phasor_sum(top_phi, n))
    assert abs(n*np.cos(n*x)*np.sin(x) - np.cos(x)*np.sin(n*x)) < 1e-9
    assert abs(height - n**2 / (1 + (n**2 - 1)*np.sin(x)**2)) < 1e-8
    side_phi.append(top_phi)
    side_height.append(height)

# --- Bilayer factor included: ordinary case and missing second order
for n in range(3, 31):
    phi = 2*np.pi*np.linspace(1 + 0.5/n, 2 - 0.5/n, 400*n + 1)
    y = phasor_sum(phi, n) * np.sin(gamma*phi/2)**2 / phi**4
    assert len(local_maxima(y)) == n - 2
n = n_built
phi = 2*np.pi*np.linspace(1 + 0.5/n, 3 - 0.5/n, 8011)
y = phasor_sum(phi, n) * np.sin(phi/4)**2 / phi**4
missing_order_count = len(local_maxima(y))
assert missing_order_count == 2*n - 2

# --- Kinematic reflectivity is the weak-contrast limit of the full solution
weak = 1e-5 * contrast
kz = np.pi * np.linspace(1.03, 1.97, 1001) / period
full = reflectivity(kz, [0.0, weak]*n + [0.0], [d_light, d_heavy]*n)
one_bilayer = k**2 * weak / kz**2 * np.abs(np.sin(kz * d_heavy))
assert np.max(np.abs(np.sqrt(full)/one_bilayer
                     - np.sqrt(phasor_sum(2*kz*period, n)))) < 1e-3

# --- Strong multiple scattering, no loss, matched surroundings
order = np.linspace(0.75, 2.25, 12001)
kz = np.sqrt((np.pi*order/period)**2 + 2*k**2*gamma*contrast)
matched_counts = {}
for n in (5, n_built, n_mirror):
    refl = reflectivity(kz, [0.0, contrast]*n + [0.0], [d_light, d_heavy]*n)
    p1, p2, side = between_bragg_peaks(order, refl)
    matched_counts[n] = len(side)
    assert len(side) == n - 2
    if n == n_built:
        dips = local_maxima(-refl)
        dips = dips[(dips > p1) & (dips < p2)]
        kl, kh = kz[dips], np.sqrt(kz[dips]**2 - 2*k**2*contrast)
        cos_bloch = (np.cos(kl*d_light)*np.cos(kh*d_heavy)
                     - 0.5*(kl/kh + kh/kl)*np.sin(kl*d_light)*np.sin(kh*d_heavy))
        index = np.sort(n*np.arccos(cos_bloch)/np.pi)
        assert len(index) == n - 1
        assert np.max(np.abs(index - np.arange(1, n))) < 0.02

# --- Simulated laboratory scan: vacuum, stack, substrate like the light layer
theta_deg = np.linspace(0.5, 1.5, 4001)
theta = np.radians(theta_deg)
scan_order = 2*period/wavelength*np.sqrt(np.sin(theta)**2 - 2*delta_avg)


def scan(n, absorb=True, broaden=True, errors=None):
    light = delta_light - 1j*beta_light*absorb
    heavy = delta_heavy - 1j*beta_heavy*absorb
    d = np.array([d_light, d_heavy]*n)
    if errors is not None:
        d = d + errors
    refl = reflectivity(k*np.sin(theta), [light, heavy]*n + [light], d, roughness)
    if broaden:
        sigma = resolution_fwhm / np.sqrt(8*np.log(2))
        refl = gaussian_filter1d(refl, sigma/(theta_deg[1] - theta_deg[0]))
    return refl


def spacing_estimate(side):
    return 1/np.median(np.diff(scan_order[side]))


refl = scan(n_built)
p1, p2, side = between_bragg_peaks(scan_order, refl)
print("photon energy (keV):", round(constants.h*constants.c
      / (wavelength*1e-9)/constants.e/1e3, 2))
print("wavelength, period, heavy, light (nm):", wavelength, period,
      round(d_heavy, 2), round(d_light, 2))
print("delta heavy, light, average:", delta_heavy, delta_light,
      f"{delta_avg:.3e}")
print("beta heavy, light:", beta_heavy, beta_light)
print("roughness (nm), resolution FWHM (deg):", roughness, resolution_fwhm)
print("Bragg peaks 1, 2 in scan (deg):", f"{theta_deg[p1]:.3f} {theta_deg[p2]:.3f}")
for m in (1, 2):
    s = m*wavelength/(2*period)
    print(f"order {m} without, with refraction (deg):",
          f"{np.degrees(np.arcsin(s)):.3f}",
          f"{np.degrees(np.arcsin(np.sqrt(s*s + 2*delta_avg))):.3f}")
print("reflectivity of peaks 1, 2:", f"{refl[p1]:.3f} {refl[p2]:.4f}")
print("subsidiary maxima counted:", len(side))
print("inferred bilayers, count + 2:", len(side) + 2)
print("bilayers from fringe spacing:", f"{spacing_estimate(side):.2f}")
print("bilayers put into the simulation:", n_built)
assert len(side) + 2 == n_built
assert abs(spacing_estimate(side) - n_built) < 0.5

print("maximum: phi/2pi, S/N^2, kinematic deg, scan deg, scan R")
for j, i in enumerate(side):
    u = 1 + side_phi[j]/(2*np.pi)
    angle = np.arcsin(np.sqrt((u*wavelength/(2*period))**2 + 2*delta_avg))
    print(f"  {j+1}: {side_phi[j]/(2*np.pi):.4f} {side_height[j]/n_built**2:.4f}"
          f" {np.degrees(angle):.3f} {theta_deg[i]:.3f} {refl[i]:.2e}")

# --- Size of what the kinematic model neglects
for m in (1, 2):
    kz_m = np.pi*m/period
    r1 = k**2*contrast/kz_m**2*abs(np.sin(kz_m*d_heavy))
    print(f"order {m}: kinematic r1, N^2 r1^2:", f"{r1:.4f} {(n_built*r1)**2:.3f}")
for n in (n_built, n_mirror):
    loss = 2*k*n*(beta_heavy*d_heavy + beta_light*d_light)
    print(f"N={n}: round-trip amplitude left at order 1.5:",
          f"{np.exp(-loss/(1.5*wavelength/(2*period))):.3f}")
print("roughness factor on R at order 2:",
      f"{np.exp(-(4*np.pi/period*roughness)**2):.3f}")
print("maxima between orders 1 and 3, gamma=1/2, N=10:", missing_order_count)
print("lossless matched stack, N: maxima:", matched_counts)

rng = np.random.default_rng(1)
trials, error_rms = 200, 0.05
right = sum(len(between_bragg_peaks(scan_order, scan(
    n_built, errors=rng.normal(0, error_rms, 2*n_built)))[2]) == n_built - 2
    for _ in range(trials))
print("layer thickness error rms (nm), trials, count right:",
      error_rms, trials, right)

largest = None
for n in range(4, n_mirror + 1):
    if len(between_bragg_peaks(scan_order, scan(n))[2]) != n - 2:
        break
    largest = n
print("count + 2 is right for every N from 4 up to:", largest)
print(f"N={n_mirror} fringe spacing near order 1.5 (deg):",
      f"{np.degrees(wavelength/(2*n_mirror*period)):.4f}")
for absorb in (True, False):
    for broaden in (True, False):
        found = between_bragg_peaks(scan_order, scan(n_mirror, absorb, broaden))[2]
        print(f"N={n_mirror} absorption={absorb} broadening={broaden}:",
              f"maxima {len(found)}, N from spacing {spacing_estimate(found):.2f}")
print("PASS")
```

Running it gives:

```
photon energy (keV): 8.05
wavelength, period, heavy, light (nm): 0.154 7.0 2.8 4.2
delta heavy, light, average: 3e-05 7.5e-06 1.650e-05
beta heavy, light: 2e-06 2e-07
roughness (nm), resolution FWHM (deg): 0.3 0.01
Bragg peaks 1, 2 in scan (deg): 0.699 1.296
order 1 without, with refraction (deg): 0.630 0.711
order 2 without, with refraction (deg): 1.261 1.303
reflectivity of peaks 1, 2: 0.673 0.0514
subsidiary maxima counted: 8
inferred bilayers, count + 2: 10
bilayers from fringe spacing: 10.01
bilayers put into the simulation: 10
maximum: phi/2pi, S/N^2, kinematic deg, scan deg, scan R
  1: 0.1435 0.0505 0.792 0.797 5.59e-02
  2: 0.2468 0.0202 0.852 0.855 2.01e-02
  3: 0.3484 0.0126 0.911 0.913 1.03e-02
  4: 0.4495 0.0103 0.971 0.972 6.55e-03
  5: 0.5505 0.0103 1.031 1.031 4.83e-03
  6: 0.6516 0.0126 1.092 1.091 4.12e-03
  7: 0.7532 0.0202 1.153 1.151 4.25e-03
  8: 0.8565 0.0505 1.216 1.214 6.27e-03
order 1: kinematic r1, N^2 r1^2: 0.1768 3.128
order 2: kinematic r1, N^2 r1^2: 0.0273 0.075
N=10: round-trip amplitude left at order 1.5: 0.727
N=40: round-trip amplitude left at order 1.5: 0.280
roughness factor on R at order 2: 0.748
maxima between orders 1 and 3, gamma=1/2, N=10: 18
lossless matched stack, N: maxima: {5: 3, 10: 8, 40: 38}
layer thickness error rms (nm), trials, count right: 0.05 200 200
count + 2 is right for every N from 4 up to: 19
N=40 fringe spacing near order 1.5 (deg): 0.0158
N=40 absorption=True broadening=True: maxima 30, N from spacing 40.04
N=40 absorption=True broadening=False: maxima 36, N from spacing 40.27
N=40 absorption=False broadening=True: maxima 34, N from spacing 40.24
N=40 absorption=False broadening=False: maxima 38, N from spacing 40.41
PASS
```
